Frenkel and charge-transfer excitons from the Bethe-Salpeter equation, part 1

(Sections cited here and not found follow in the second part.)

**Setting.** An aggregate consists of N identical, parallel, centrosymmetric closed-shell molecules. Orbitals are real, and formulas are in atomic units. The indices i, j denote occupied orbitals, a, b virtual orbitals and p, q, r, s any orbital. The bare and screened integrals are

(pq|rs) = ∫∫ φ_p(r)φ_q(r) |r−r′|⁻¹ φ_r(r′)φ_s(r′) d³r d³r′

(pq|W|rs) = ∫∫ φ_p(r)φ_q(r) W(r,r′) φ_r(r′)φ_s(r′) d³r d³r′

where W is the static, spin-independent screened interaction. The quasiparticles are described by a static, symmetric, spin-independent matrix H with an occupied block H_ij and a virtual block H_ab. The starting point is the static GW-BSE in the Tamm-Dancoff approximation (TDA), A X = E X, written in spin orbitals I, J (occupied) and A, B (virtual):

A_{IA,JB} = δ_IJ H_AB − δ_AB H_IJ + (IA|JB) − (IJ|W|AB)

The bare term (IA|JB) is the change of the Hartree potential and is called the electron-hole exchange term. The term −(IJ|W|AB) is the change of the GW self-energy at fixed W and is called the direct term.

**Model system.** The numbers refer to the π→π* excitation of ethylene, with a rounded typical geometry (C=C 1.34 Å along x, C–H 1.09 Å, angle HCC 121°, molecule in the xy plane), the STO-3G basis (8 occupied and 6 virtual orbitals per molecule) and restricted Hartree-Fock orbitals with Fock matrix F. W is the static RPA interaction, W = v + vχ₀W. For a closed shell the static response is χ₀ = −4 Σ φ_iφ_a (Δ₀⁻¹)_{ia,jb} φ_jφ_b with (Δ₀)_{ia,jb} = δ_ij F_ab − δ_ab F_ij; the 4 is two spins times the resonant and antiresonant terms, which are equal at zero frequency. With V_{ia,jb} = (ia|jb), u_ia = (ia|rs) and w_ia = (ia|W|rs), the equation for W projected on the pairs reads w = u − 4VΔ₀⁻¹w, that is (Δ₀+4V)Δ₀⁻¹w = u, and inserting Δ₀⁻¹w back gives

(pq|W|rs) = (pq|rs) − 4 Σ (pq|ia) [(Δ₀+4V)⁻¹]_{ia,jb} (jb|rs)

The second term, W_p, is negative semidefinite because Δ₀+4V is positive definite. H is one-shot COHSEX: screened exchange adds −Σ_i (pi|W_p|iq) to F, the Coulomb hole adds ½Σ_r (pr|W_p|rq) by closure in the basis, and the sum is

H_pq = F_pq + ½ Σ_r η_r (pr|W_p|rq),  η_r = −1 (occupied), +1 (virtual)

The occupied-virtual block of H is not used. A minimal basis describes absolute excitation energies poorly and gives overlaps with Gaussian tails, so the numbers serve to compare the derived formulas with the complete BSE at the same level, not with measurement. They are far from converged in the basis: going from STO-3G to 6-31G and cc-pVDZ, the gap E_g of part (c) falls from 18.6 to 15.1 and 14.6 eV, the TDA singlet from 13.7 to 10.3 and 9.6 eV and the triplet from 6.2 to 5.2 and 5.0 eV, the transition dipole changes from 1.63 to 1.73 and 1.69 e·bohr, and the excess of the TDA over the full μ² in part (h) from 53% to 47% and 46%. The program that produced them and its output follow the text.

**(a) Reduce the spin-orbital matrix to separate singlet and triplet problems in spatial orbitals, and find the spin-summed transition density of each.**

*Solution.* A pair is labelled by spatial orbitals (i,a) and spins (σ_i, σ_a). Each product of two spin orbitals in an integral is integrated over one spin coordinate. The exchange integral therefore needs σ_i = σ_a and σ_j = σ_b, while the direct integral and the one-body terms need σ_i = σ_j and σ_a = σ_b. Define the spatial matrices

D_{ia,jb} = δ_ij H_ab − δ_ab H_ij − (ij|W|ab),  K_{ia,jb} = (ia|jb)

D connects each spin configuration only with itself. K acts only among αα and ββ, and it connects either with either. The spin-flip configurations αβ and βα thus have the matrix D, and in the space {αα, ββ} the matrix is

[ D+K   K  ]
[  K   D+K ]

The combination (αα+ββ)/√2 gives ½(D+K+K+K+D+K) = D+2K, the combination (αα−ββ)/√2 gives ½(D+K−K−K+D+K) = D, and the element between them is ½(D+K−K+K−D−K) = 0. The symmetric combination is created by Σ_σ a†_aσ a_iσ, which commutes with the total spin, so acting on the closed shell it makes a singlet. The other three share the matrix D and form the triplet. With s = 1 for singlets and s = 0 for triplets,

A_{ia,jb} = δ_ij H_ab − δ_ab H_ij + 2s (ia|jb) − (ij|W|ab)   (1)

The transition density is the matrix element of the spin-summed density operator between the ground state and the excited state. Each of αα and ββ contributes φ_iφ_a times its amplitude ±1/√2, and the spin-flip pairs contribute nothing. For a normalized eigenvector X,

ρ(r) = √2 Σ X_ia φ_i(r)φ_a(r) (singlet),  ρ = 0 (triplet)   (2)

The exchange part of a singlet matrix element between two vectors X and X′ is 2Σ X_ia (ia|jb) X′_jb = (ρ|ρ′), the Coulomb energy of two transition densities. A triplet has no exchange term because it has no transition charge density. For W → v and H → F, equation (1) is configuration interaction singles (CIS). The program tests that the spin-orbital spectrum equals the singlet spectrum plus three copies of the triplet spectrum, and that the unscreened limit contains the CIS energies of an independent code.

**(b) Show that (1) may be written in orbitals localized on single molecules without changing the spectrum, construct such orbitals, and classify the pairs.**

*Solution.* Let φ′_i = Σ_k φ_k U_ki and φ′_a = Σ_c φ_c Q_ca with U, Q orthogonal; occupied and virtual orbitals are not mixed. The integrals are linear in each orbital:

(i′a′|j′b′) = Σ U_ki Q_ca (kc|ld) U_lj Q_db

The direct integral transforms with the same four factors provided W(r,r′) itself is unchanged. For the one-body term, δ_ij = Σ U_ki δ_kl U_lj by orthogonality and H′_ab = Σ Q_ca H_cd Q_db, so δ_ij H′_ab = Σ U_ki Q_ca (δ_kl H_cd) U_lj Q_db, and likewise for δ_ab H′_ij. With the orthogonal matrix Γ_{kc,ia} = U_ki Q_ca,

A′ = Γᵀ A Γ

so A′ and A have the same eigenvalues. W(r,r′) is unchanged because Δ₀ transforms in the same way, Δ₀′⁻¹ = ΓᵀΔ₀⁻¹Γ, and the factors Γ cancel against those of the pair densities in χ₀. The COHSEX sum over r runs over a whole space with one sign η and is invariant too. H need not be diagonal in either set of orbitals, since one-shot COHSEX already mixes the canonical Hartree-Fock orbitals. In the localized set, the elements of H between orbitals on different molecules are the hopping integrals.

Let φ⁰_k be the occupied orbitals of the isolated molecules placed on their sites as translated copies, and ψ_i the canonical occupied orbitals of the aggregate. The two sets have the same number of members. The projection of φ⁰_k on the occupied space is Σ_i ψ_i M_ik with M_ik = ⟨ψ_i|φ⁰_k⟩, and the projected functions have the overlap matrix MᵀM. Löwdin orthonormalization gives

U = M (MᵀM)^(−1/2),  UᵀU = (MᵀM)^(−1/2) MᵀM (MᵀM)^(−1/2) = 1

The virtual space is treated in the same way. Each localized orbital inherits the site label m, the character and the sign of its parent. It differs from the parent by tails of first order in the intermolecular overlaps S, and by a small polarization in the field of the neighbours. The construction needs M to be well conditioned, which fails when the molecules interact so strongly that the occupied space of the aggregate is no longer close to the sum of the molecular ones.

Keeping the HOMO h_m and the LUMO l_m of each site gives N² pairs |h_m l_n⟩, hole on m and electron on n. The N pairs with m = n are Frenkel pairs and leave every molecule neutral. The N(N−1) pairs with m ≠ n are charge-transfer (CT) pairs. The program tests, for a dimer at 4 Å, that canonical, randomly rotated and localized orbitals give the same singlet and triplet spectra when W and H are rebuilt in each basis.

**(c) Find the energy of a Frenkel pair on its site, say what each term does, and generalize to a molecular excitation made of several orbital pairs. Evaluate for ethylene.**

*Solution.* Setting i = j = h and a = b = l in (1) gives

E = E_g − W₀ + 2sK₀   (3)

E_g = H_ll − H_hh,  W₀ = (hh|W|ll),  K₀ = (hl|hl)

E_g is the energy of an electron and a hole infinitely far apart. W₀ is the screened attraction between the hole cloud h² and the electron cloud l², each of unit charge, and it binds the pair for both spins. K₀ is the Coulomb self-energy of the density hl; in Fourier space K₀ = ∫ d³k (2π)⁻³ (4π/k²)|FT(hl)|² > 0. The exchange term therefore already acts on site, where it lifts the singlet above the triplet by 2K₀ in the two-orbital model. The binding energy is W₀ for the triplet and W₀ − 2K₀ for the singlet.

For ethylene, h = π and l = π*:

triplet: 18.613 − 12.297 = 6.316 eV

singlet: 6.316 + 2 × 4.683 = 15.682 eV

Screening lowers the attraction from the bare (hh|ll) = 13.846 eV by 1.549 eV. The COHSEX gap, 18.613 eV, is larger than the Hartree-Fock gap, 17.414 eV. The signs in H show that both directions are possible. The terms r = p shift the gap by ½(ll|W_p|ll) + ½(hh|W_p|hh) ≤ 0. The term r = h in H_ll is −½(lh|W_p|hl) ≥ 0 and the term r = l in H_hh is +½(hl|W_p|lh) ≤ 0, so together they open the gap by |(hl|W_p|hl)|. The output shows that the opening terms win in this basis, by 1.199 eV. Split into its parts, which the output does not list, the shift is 2.705 eV from the hl term, −1.557 eV from the terms r = p and 0.050 eV from the rest. The net shift depends on the basis: it is +0.25 eV in 6-31G and −0.07 eV in cc-pVDZ. Nothing below depends on the direction of this shift.

A real molecular excitation mixes other on-site pairs into |hl⟩. Let X be the eigenvector of (1) for the isolated molecule, with energy E₀, and define

|m⟩ = Σ X_ia |i_m a_m⟩,  ⟨m|A|m⟩ = E₀ + D_m

D_m, the gas-to-aggregate shift, collects the changes of H and W on site m caused by the neighbours, together with the change of the bare integrals that comes from the tails and polarization of the localized orbitals. Diagonalizing the monomer matrix gives a triplet at 6.177 eV with weight X_hl² = 0.9932 and a singlet at 13.684 eV with weight 0.9206. Both lie below the values of (3), by 0.139 eV and 1.998 eV, as tested. Equation (3) is thus accurate to about 2% of the energy for the triplet and overestimates the singlet by about 15% in this model; the singlet-triplet gap is 7.507 eV against 2K₀ = 9.366 eV.

The transition dipole is μ = ∫ r ρ d³r. The pure pair has μ_hl = √2⟨h|x|l⟩ = 1.8432 e·bohr and the eigenstate has μ = 1.6252 e·bohr (4.131 D). The hl component supplies √0.9206 × 1.8432 = 1.7685, so the other pairs supply 1.6252 − 1.7685 = −0.143 e·bohr: their dipole opposes that of the π→π* pair. The intersite exchange coupling of part (d) is built from this reduced transition density, so its dipole part is smaller than for the pure pair although its interaction is bare. Reading the reduction as screening by the other electrons is an interpretation; the contributions of the individual pairs were not printed.

**(d) Find the matrix element of A between Frenkel states on different sites, and classify its parts by their order in the intermolecular overlap.**

*Solution.* Take i = h₁, a = l₁, j = h₂, b = l₂. Both δ_ij and δ_ab vanish, because both particles change site, and a one-body operator moves only one of them. What is left is

J₁₂ = 2s (h₁l₁|h₂l₂) − (h₁h₂|W|l₁l₂)   (4)

For the states |m⟩ the same holds term by term, and by (2)

J₁₂ = s (ρ₁|ρ₂) + J_W,  J_W = −Σ X_ia X_jb (i₁j₂|W|a₁b₂)   (5)

The two terms pair the orbitals differently. In the exchange term each density is a product of two orbitals on the same molecule. It is of order S⁰: the pair recombines on site 1 and the Coulomb field of the transition density creates a pair on site 2, with no electron passing between the molecules. In the direct term each density is a product of orbitals on different molecules. Such a product is appreciable only where the tail of one orbital meets the other, including the orthogonalization tails of part (b), and it is of first order in the intermolecular overlaps. In a cofacial stack its size follows the overlap of the parent orbitals, S_h = ⟨h⁰₁|h⁰₂⟩ or S_l = ⟨l⁰₁|l⁰₂⟩. Writing h₁h₂ = S_h f_h and l₁l₂ = S_l f_l with shapes f of order one,

J_W = −S_h S_l (f_h|W|f_l)

In a slipped stack S_h or S_l can vanish because positive and negative regions of the product cancel, although the product itself does not vanish. J_W is then still of second order in the intermolecular overlaps, but it is not proportional to S_h S_l.

The first term of (5) is the Förster-type coupling and J_W the Dexter-type one. W, which is large on site, transfers the pair only at second order in S.

For cofacial dimers (stacked along z) at 3.5, 4 and 5 Å the two-orbital J_W is −0.532, −0.0529 and −1.38×10⁻⁴ meV. At 3.5 Å, S_h S_l = (−1.57×10⁻²)(−9.49×10⁻³) = 1.49×10⁻⁴, and 0.532 meV divided by this is 3.57 eV. The ratio −J_W/(S_hS_l) is 3.57, 5.10 and 8.15 eV at the three distances. It is not constant, since the shapes f depend on R, but it changes by a factor 2.3 while J_W falls by a factor near 3900; the test requires the ratio to stay within a factor 3. Over the same range (ρ₁|ρ₂) falls only from 262.2 to 87.5 meV. For the singlet at 3.5 Å the whole element is ⟨1|A|2⟩ = 261.738 meV against (ρ₁|ρ₂) = 262.195 meV, so the multi-pair J_W is −0.457 meV, 0.2% of the coupling.

**(e) Expand (ρ₁|ρ₂) in powers of 1/R up to the first correction to the leading term, for a dipole-allowed state. Evaluate for side-by-side and head-to-tail dimers.**

*Solution.* Put r = R₁ + u, r′ = R₂ + u′ and let the vector R₂ − R₁ have length R and direction n. Both densities are taken as copies of the monomer ρ, which neglects the tails and polarization of part (b). For |u′−u| < R the Taylor series in w = u′ − u is

1/|Rn + w| = Σ_k (1/k!) w_a w_b … T_ab…,  T_ab… = ∂_a∂_b…(1/R)

with sums over repeated Cartesian indices. Using ∂_a R^(−p) = −p R_a R^(−p−2) and ∂_a R_b = δ_ab repeatedly,

T_a = −R_a/R³

T_ab = 3R_aR_b/R⁵ − δ_ab/R³

T_abc = −15R_aR_bR_c/R⁷ + 3(δ_ab R_c + δ_ac R_b + δ_bc R_a)/R⁵

Differentiating T_abc with ∂_d, the first term gives 105R_aR_bR_cR_d/R⁹ and −15/R⁷ times the three products δ_ad R_bR_c, δ_bd R_aR_c, δ_cd R_aR_b; the second gives −15/R⁷ times δ_ab R_cR_d, δ_ac R_bR_d, δ_bc R_aR_d, and 3/R⁵ times three products of two deltas:

T_abcd = [105 n_an_bn_cn_d − 15(δ_ab n_cn_d + five more) + 3(δ_abδ_cd + δ_acδ_bd + δ_adδ_bc)]/R⁵

The moments of ρ decide which terms survive. The charge is ∫ρ = √2ΣX_ia⟨i|a⟩ = 0 by orthogonality. In a centrosymmetric molecule a dipole-allowed state has ρ(−u) = −ρ(u), so every even moment vanishes. A term with k₁ factors of u and k₂ factors of u′ survives only if both are odd, so k = k₁+k₂ is even and at least 2. With μ_a = ∫u_aρ and O_bcd = ∫u_bu_cu_dρ:

k = 2: the cross terms of ½T_ab(u′_a−u_a)(u′_b−u_b) are −½T_ab(u_au′_b + u′_au_b), which integrate to −μ_aμ_bT_ab because T is symmetric.

k = 4: the binomial expansion has 4 terms with one factor (−u) and three u′, and 4 terms with (−u)³ and one u′. Each group carries a minus sign and gives −(4/24)μ_aO_bcdT_abcd, and the two add.

(ρ₁|ρ₂) = [μ² − 3(μ·n)²]/R³ − (1/3) μ_a O_bcd T_abcd + O(R⁻⁷)   (6)

The leading term is the interaction of two point transition dipoles. With θ the angle between μ and n it is μ²(1 − 3cos²θ)/R³: +μ²/R³ side by side, −2μ²/R³ head to tail, and zero at cos²θ = 1/3, where the R⁻⁵ term leads. For a dipole-forbidden singlet the series starts at R⁻⁵ or later. Since ρ has no sharp edge, the condition |u′−u| < R never holds for the whole of the two densities: the series describes the integral at large R, leaves out the penetration of one density into the other, and loses its basis when the densities overlap.

For ethylene μ is along x, and the mirror planes leave O_xxx = 6.629, O_xyy = 2.771 and O_xzz = 2.654 e·bohr³, the last two in three index orders each (signs for μ_x > 0). The correction is −(μ/3)[O_xxx T_xxxx + 3O_xyy T_xxyy + 3O_xzz T_xxzz].

Cofacial, n = z: R⁵T_xxxx = 9, R⁵T_xxyy = 3, R⁵T_xxzz = −15 + 3 = −12, and the bracket is 9(6.629) + 9(2.771) − 36(2.654) = −10.94.

Head to tail, n = x: R⁵T_xxxx = 105 − 90 + 9 = 24, R⁵T_xxyy = R⁵T_xxzz = −12, and the bracket is 24(6.629) − 36(2.771) − 36(2.654) = −36.20.

Both corrections are positive, in the ratio 3.31. The cofacial value of 2.146 meV at 5 Å scales to 2.146 × (5/16)⁵ = 0.00640 meV at 16 Å, and 3.31 times this is 0.0212 meV, matching the printed head-to-tail value 0.0211 meV within rounding. The cofacial comparison with the explicit integrals, in meV, is

R (Å): dipole + octupole = sum; integral
3.5: 248.411 + 12.766 = 261.177; 262.195
4: 166.416 + 6.548 = 172.964; 173.542
5: 85.205 + 2.146 = 87.351; 87.501
8: 20.802 + 0.205 = 21.007; 21.014
16: 2.600 + 0.006 = 2.606; 2.607

The tests are at 8 and 16 Å (at 16 Å, within 2% for the dipole alone and 0.2% with the correction). The series does better at short range than its derivation promises: at 3.5 Å the dipole term is 5% below the integral and the two terms together 0.4% below. The R⁻⁵ term is small because T_abcd is traceless. Moments in the ratio O_xxx : O_xyy : O_xzz = 3 : 1 : 1 give a zero bracket in both geometries (27 + 9 − 36 = 0 and 72 − 36 − 36 = 0), so only the departure from that ratio counts. Subtracting 3a, a, a with a = (6.629 + 2.771 + 2.654)/5 = 2.411 leaves −0.603, 0.360 and 0.243 e·bohr³, which give the same cofacial bracket, −10.94. That the remainder at 3.5 Å is only 0.4% is not derived here; it is an observation for this molecule, basis and geometry.

This part has reduced the BSE to singlet and triplet problems in localized orbitals, and found the on-site Frenkel energy, the coupling between Frenkel states and its dipole and octupole terms. What remains is to treat the charge-transfer pairs, assemble the Frenkel Hamiltonian for the dimer, trimer and stack, and remove the Tamm-Dancoff approximation.

Numbers in the example were calculated in double precision.
